# Why More Accelerator Can Spoil Copper Trench Filling: a numerical check

```python
"""Copper superfilling: a two-zone accelerator-coverage model.

Result under test: for a trench with uniform initial coverage theta0,
R = (bottom height when the side walls meet) / (half the trench width)
  = u_sat * (1/theta0 + v_fast/v_wall) - 1,
which tends to 1 (conformal growth) for theta0 -> 0 AND for theta0 -> 1,
with a maximum between.
Symbols: v_slow, v_fast = growth speeds at coverage 0 and 1;
k = v_fast/v_slow - 1; v_wall = speed at coverage theta0;
u = remaining gap / initial width; u_sat = u when the bottom is saturated.
Walls keep theta0; accelerator on overrun wall joins the bottom.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar


def solution_constants(theta0, k):
    exponent = (1 + 2 * k * theta0) / (1 + k * theta0)
    beta = theta0 / (1 + 2 * k * theta0)
    u_sat = ((theta0 + beta) / (1 + beta)) ** (1 / exponent)
    return exponent, beta, u_sat


def height_ratio(theta0, k):
    u_sat = solution_constants(theta0, k)[2]
    return u_sat * (1 / theta0 + (1 + k) / (1 + k * theta0)) - 1


def march(theta0, k, transfer=1.0, burial=np.inf, ceiling=1.0,
          u_stop=0.0, steps=40000):
    """Explicit accelerator bookkeeping, lengths in trench widths.

    transfer: fraction of overrun wall accelerator reaching the bottom;
    burial: deposit thickness over which accelerator decays by 1/e.
    Returns bottom height / half width, and the last bottom coverage.
    """
    wall_step = 0.5 / steps
    inventory, wall_cover, height = theta0, theta0, 0.0
    cover = theta0
    for i in range(int(round(steps * (1 - u_stop)))):
        gap = 1 - i / steps
        cover = min(inventory / gap, ceiling)
        inventory = cover * gap
        rise = wall_step * (1 + k * cover) / (1 + k * wall_cover)
        inventory += 2 * transfer * wall_cover * rise
        inventory -= cover * gap * rise / burial
        wall_cover -= wall_cover * wall_step / burial
        height += rise
    return 2 * height, cover


# Example inputs: rough typical values for damascene copper plating
width, depth = 100.0, 150.0            # nm
i_slow, i_fast = 1.0, 20.0             # mA/cm2
molar_volume = 7.1e-6                  # m3/mol, copper, rounded
faraday = constants.e * constants.N_A  # C/mol
nm_per_s = 10 * molar_volume / (2 * faraday) * 1e9  # per mA/cm2
v_slow, v_fast = i_slow * nm_per_s, i_fast * nm_per_s
k = v_fast / v_slow - 1
cases = [1e-4, 1e-3, 0.06, 0.5, 0.98]
low, mid, high = cases[0], cases[2], cases[-1]

# Closed result and bounds against explicit bookkeeping
for theta0 in cases + [0.01, 0.2]:
    counted = march(theta0, k)[0]
    assert abs(counted / height_ratio(theta0, k) - 1) < 3e-3
    assert 1 < counted <= (1 + k) / (1 + k * theta0) * (1 + 1e-9)

# Bottom coverage at half the initial gap
exponent, beta, u_sat = solution_constants(mid, k)
cover_half = (mid + beta) * 0.5 ** (-exponent) - beta
assert u_sat < 0.5
assert abs(march(mid, k, u_stop=0.5)[1] / cover_half - 1) < 2e-3

# Limiting laws at very low and near-saturated coverage
tiny = 1e-8
low_law = 2 * k * tiny * np.log(1 / (2 * tiny))
assert abs((height_ratio(tiny, k) - 1) / low_law - 1) < 1e-4
near = 0.999
high_law = (1 - near) * k / (1 + k)
assert abs((height_ratio(near, k) - 1) / high_law - 1) < 5e-3


def best_coverage(contrast):
    found = minimize_scalar(
        lambda x: -height_ratio(np.exp(x), contrast),
        bounds=(np.log(1e-5), np.log(0.999)), method="bounded",
        options={"xatol": 1e-8})
    return float(np.exp(found.x)), float(-found.fun)


# One interior maximum for the example
grid = np.logspace(-6, 0, 600)
slopes = np.sign(np.diff(height_ratio(grid, k)))
assert slopes[0] > 0 and slopes[-1] < 0
assert np.count_nonzero(np.diff(slopes)) == 1
theta_best, ratio_best = best_coverage(k)


def coverage_edges(target):
    def miss(theta0):
        return height_ratio(theta0, k) - target
    return brentq(miss, 1e-7, theta_best), brentq(miss, theta_best, 1.0)


needed = 2 * depth / width
fill_low, fill_high = coverage_edges(needed)
conf_low, conf_high = coverage_edges(1.1)
assert march(0.8 * fill_low, k)[0] < needed < march(1.2 * fill_low, k)[0]
assert march(1.2 * fill_high, k)[0] < needed < march(0.8 * fill_high, k)[0]

# Moment at which the bottom reaches the mouth in the worked case
v_wall = v_slow * (1 + k * mid)
height_sat = 0.5 * width * (u_sat / mid - 1)
assert height_sat < depth
gap_fill = u_sat * width - 2 * (depth - height_sat) * v_wall / v_fast
time_fill = (width - gap_fill) / (2 * v_wall)
assert abs(march(mid, k, u_stop=gap_fill / width)[0] / needed - 1) < 3e-3

# Does the coverage ceiling cause the loss of contrast at high coverage?
capped = march(high, k, u_stop=0.1)[0] / 0.9
uncapped = march(high, k, u_stop=0.1, ceiling=np.inf)[0] / 0.9
assert capped < 1.05 and uncapped > 3

# Neglected accelerator losses
burial_nm = 1000.0
half_transfer = [march(t, k, transfer=0.5)[0] for t in (low, mid, high)]
buried = [march(t, k, burial=burial_nm / width)[0] for t in (low, mid, high)]
for values in (half_transfer, buried):
    assert values[1] > 1.5 * max(values[0], values[2])

# Neglected copper depletion, SI units inside the functions
diffusivity, copper_bulk = 5e-10, 250.0  # m2/s, mol/m3
boundary_layer = 50e-6                   # m


def depletion(wall_speed, bottom_speed, gap, length):
    vw, vb, g, ell = np.array([wall_speed, bottom_speed, gap, length]) * 1e-9
    drop = (vw * ell**2 / g + vb * ell) / (molar_volume * diffusivity)
    return drop / copper_bulk


def depletion_grid(wall_speed, bottom_speed, gap, length, n=200):
    vw, vb, g, ell = np.array([wall_speed, bottom_speed, gap, length]) * 1e-9
    dz = ell / n
    matrix = np.diag(-2 * np.ones(n + 1))
    matrix += np.diag(np.ones(n), 1) + np.diag(np.ones(n), -1)
    rhs = np.full(n + 1, dz**2 * 2 * vw / (molar_volume * diffusivity * g))
    matrix[0, :] = 0
    matrix[0, 0], rhs[0] = 1, 0
    matrix[n, n - 1] = 2
    rhs[n] += 2 * dz * vb / (molar_volume * diffusivity)
    return -np.linalg.solve(matrix, rhs)[n] / copper_bulk


v_high = v_slow * (1 + k * high)
early_args = (v_high, v_high, width, depth)
late_height = march(high, k, u_stop=0.1)[0] * width / 2
late_args = (v_high, v_fast, 0.1 * width, depth - late_height)
for args in (early_args, late_args):
    assert abs(depletion_grid(*args) / depletion(*args) - 1) < 1e-6
outer = i_fast * 10 * boundary_layer / (2 * faraday * diffusivity * copper_bulk)

# Low-coverage bottom height while the gap is still 1 nm wide
height_1nm = march(low, k, u_stop=1 / width)[0] * width / 2
mixing_scale = width * v_fast * 1e-14  # nm2/s to cm2/s

print(f"trench width {width:.0f} nm, depth {depth:.0f} nm")
print(f"current densities {i_slow:.0f} and {i_fast:.0f} mA/cm2")
print(f"copper molar volume {molar_volume * 1e6:.1f} cm3/mol")
print(f"speeds v0 = {v_slow:.4f} nm/s, v1 = {v_fast:.3f} nm/s; k = {k:.1f}")
print("theta0 | wall nm/s | closure s | bottom height nm | R | v1/vs")
for theta0 in cases:
    speed = v_slow * (1 + k * theta0)
    ratio = height_ratio(theta0, k)
    print(f"{theta0:.4f} | {speed:.4f} | {width / (2 * speed):.2f} | "
          f"{ratio * width / 2:.2f} | {ratio:.4f} | {v_fast / speed:.4f}")
print(f"worked case theta0 = {mid:.2f}: a = {exponent:.4f}, beta = {beta:.5f}")
print(f"  bottom coverage at half gap = {cover_half:.4f}")
print(f"  saturation: u* = {u_sat:.4f}, gap = {u_sat * width:.2f} nm")
print(f"  bottom height at saturation = {height_sat:.1f} nm")
print(f"  bottom at mouth: gap = {gap_fill:.2f} nm, time = {time_fill:.1f} s")
print(f"saturation gap at theta0 = {low:.4f}: "
      f"{solution_constants(low, k)[2] * width:.4f} nm")
print(f"best theta0 = {theta_best:.4f}, R = {ratio_best:.3f}, "
      f"largest filled depth = {ratio_best * width / 2:.1f} nm")
print(f"R needed to fill = {needed:.2f}")
print(f"fill window: theta0 = {fill_low:.4f} to {fill_high:.4f}")
print(f"R below 1.1: theta0 < {conf_low:.6f} or > {conf_high:.4f}")
for speed_ratio in (5, 20, 100):
    theta_opt, r_opt = best_coverage(speed_ratio - 1)
    print(f"v1/v0 = {speed_ratio}: best theta0 = {theta_opt:.4f}, R = {r_opt:.3f}")
print(f"theta0 = {high:.2f}, mean bottom/wall speed until gap = 0.1 w:")
print(f"  with ceiling {capped:.3f}, without ceiling {uncapped:.2f}")
print(f"R with losses, theta0 = {low:.4f}, {mid:.2f}, {high:.2f}:")
print("  half transfer: " + ", ".join(f"{r:.3f}" for r in half_transfer))
print(f"  burial length {burial_nm:.0f} nm: "
      + ", ".join(f"{r:.3f}" for r in buried))
print(f"copper: D = {diffusivity * 1e4:.1e} cm2/s, c = {copper_bulk / 1000:.2f} "
      f"mol/L, outer layer {boundary_layer * 1e6:.0f} um")
print(f"trench depletion at theta0 = {high:.2f}: initial "
      f"{100 * depletion(*early_args):.2f} %, at gap 0.1 w "
      f"{100 * depletion(*late_args):.2f} %")
print(f"outer-layer depletion at {i_fast:.0f} mA/cm2 = {100 * outer:.1f} %")
print(f"theta0 = {low:.4f}, gap 1 nm: bottom {height_1nm:.2f} nm, "
      f"wall {(width - 1) / 2:.2f} nm")
print(f"surface-mixing scale w*v1 = {mixing_scale:.2e} cm2/s")
print("checks complete")
```

Running it gives:

```
trench width 100 nm, depth 150 nm
current densities 1 and 20 mA/cm2
copper molar volume 7.1 cm3/mol
speeds v0 = 0.3679 nm/s, v1 = 7.359 nm/s; k = 19.0
theta0 | wall nm/s | closure s | bottom height nm | R | v1/vs
0.0001 | 0.3686 | 135.64 | 51.63 | 1.0325 | 19.9621
0.0010 | 0.3749 | 133.36 | 62.09 | 1.2418 | 19.6271
0.0600 | 0.7874 | 63.50 | 193.91 | 3.8783 | 9.3458
0.5000 | 3.8633 | 12.94 | 87.41 | 1.7482 | 1.9048
0.9800 | 7.2188 | 6.93 | 50.96 | 1.0193 | 1.0194
worked case theta0 = 0.06: a = 1.5327, beta = 0.01829
  bottom coverage at half gap = 0.2082
  saturation: u* = 0.1875, gap = 18.75 nm
  bottom height at saturation = 106.3 nm
  bottom at mouth: gap = 9.40 nm, time = 57.5 s
saturation gap at theta0 = 0.0001: 0.0203 nm
best theta0 = 0.0566, R = 3.881, largest filled depth = 194.0 nm
R needed to fill = 3.00
fill window: theta0 = 0.0161 to 0.1875
R below 1.1: theta0 < 0.000359 or > 0.9020
v1/v0 = 5: best theta0 = 0.1354, R = 2.088
v1/v0 = 20: best theta0 = 0.0566, R = 3.881
v1/v0 = 100: best theta0 = 0.0176, R = 7.900
theta0 = 0.98, mean bottom/wall speed until gap = 0.1 w:
  with ceiling 1.019, without ceiling 9.02
R with losses, theta0 = 0.0001, 0.06, 0.98:
  half transfer: 1.025, 3.244, 1.019
  burial length 1000 nm: 1.031, 3.845, 1.044
copper: D = 5.0e-06 cm2/s, c = 0.25 mol/L, outer layer 50 um
trench depletion at theta0 = 0.98: initial 0.31 %, at gap 0.1 w 0.97 %
outer-layer depletion at 20 mA/cm2 = 41.5 %
theta0 = 0.0001, gap 1 nm: bottom 50.19 nm, wall 49.50 nm
surface-mixing scale w*v1 = 7.36e-12 cm2/s
checks complete
```
